# Gap-State Decay in a Symmetric Two-Band Model, part 2

An insulator fills $x>0$ and meets a metal at $x=0$. Electron states at energies inside the insulator's gap decay into it, as $e^{-\kappa x}$ in amplitude and $e^{-2\kappa x}$ in density. The problem is how $\kappa$ depends on the energy $E$, measured from midgap. The symmetric two-band model is

$$H(k)=\Delta\,\sigma_z+\hbar vk\,\sigma_x,\qquad \Delta=\frac{E_g}{2},$$

with gap $E_g$, interband velocity $v$, wavevector $k$ along $x$ and Pauli matrices $\sigma$. It acts on a conduction component $f$ and a valence component $g$. The metal is described by two such components, continuous at the interface. Both band edges have mass $m^*=\Delta/v^2$, and

$$\kappa(E)=\frac{\sqrt{\Delta^2-E^2}}{\hbar v},\qquad \kappa_m=\frac{\Delta}{\hbar v},$$

the latter at midgap, where $\kappa$ is largest. A single band would give $\kappa_1=\sqrt{2m^*(\Delta-E)}/\hbar$. At normal incidence the current through a thick film of thickness $L$ goes as $e^{-2\kappa L}$, apart from an interface prefactor, so a thickness series at fixed energy can give $2\kappa$.

The electron and hole masses $m_c$ and $m_v$ differ once a term common to both bands, $\hbar^2k^2/(2M)$, is included. If no other bands intervene, $M$ is the free-electron mass $m_0$. Then

$$\frac1{m_c}=\frac1{m^*}+\frac1M,\qquad \frac1{m_v}=\frac1{m^*}-\frac1M ,$$

so $m^*=2m_cm_v/(m_c+m_v)$. Setting $k=i\kappa$ gives the squared equation

$$\left(E+\frac{\hbar^2\kappa^2}{2M}\right)^2=\Delta^2-\hbar^2v^2\kappa^2 .$$

The largest $\kappa$ is still $\Delta/(\hbar v)$, but it now lies at

$$E_b=-\frac{\hbar^2\kappa_m^2}{2M}=-\frac{m^*E_g}{4M}=-\frac{E_g}{4}\,\frac{m_v-m_c}{m_v+m_c}.$$

A second root, a propagating wave at large $k$, comes from stretching the model too far and is discarded.

For a weak potential $2V\cos(Gx)$, the model has $\Delta=V$, $M=m_0$, $v=\hbar G/(2m_0)$ and $E_0=\hbar^2G^2/(8m_0)$, so that $m_0v^2=2E_0$. The questioner has asked to see the result tested on a real Schrödinger equation, and this potential provides the test.

**A.** Take the potential $2V\cos(Gx)$ with $V=0.05$ hartree and $G=2$ per bohr. Then $E_0=0.5$ hartree and $v=1$ in atomic units. The Schrödinger equation was integrated over one period. The two solutions carried across the period tell by what factor a Bloch solution grows or decays, and no two-band assumption enters. The half gap came out as 0.04999 hartree, where the model says $V=0.05$. The largest decay constant was 0.04998 per bohr, against $\Delta/(\hbar v)=0.04999$ per bohr. The maximum lay 0.00125 hartree below midgap, and the model predicts

$$\frac{V^2}{4E_0}=\frac{0.0025}{2}=0.00125\ \text{hartree}.$$

**Q.** And how wrong is the symmetric formula there, if I ignore the displacement?

**A.** Treat the common term as small. To first order, the squared equation gives a change $\hbar^2v^2\,\delta(\kappa^2)=-2E\,\hbar^2\kappa^2/(2M)$. Since $\delta(\kappa^2)=2\kappa\,\delta\kappa$,

$$\frac{\delta\kappa}{\kappa}=-\frac{E}{2Mv^2}=-\frac{E}{4E_0}\qquad(M=m_0).$$

At $E=\pm0.8\Delta$, or $\pm0.04$ hartree, this is $\mp2.0\%$. The integration was compared with the symmetric formula at $E=0$, $\pm0.4\Delta$ and $\pm0.8\Delta$. The largest deviation, relative to the formula, was 2.0%.

**Q.** Fine for a gentle cosine. In an oxide the tail may die within one atomic layer. What is a slowly varying envelope then?

**A.** A poor description, so replace it by atoms. Let layers with spacing $d$ alternate between an $s$ orbital at energy $\Delta$ and a $p$ orbital, pointing along $x$, at energy $-\Delta$. The two lobes of a $p$ orbital have opposite signs, so the hopping to its two neighbours is $t$ and $-t$. With amplitudes $A$ on $s$ layers and $B$ on $p$ layers,

$$(E-\Delta)A(x)=t\left[B(x+d)-B(x-d)\right],$$
$$(E+\Delta)B(x)=t\left[A(x-d)-A(x+d)\right].$$

For amplitudes proportional to $e^{-\kappa x}$ the first bracket gives $-2\sinh(\kappa d)$ and the second $+2\sinh(\kappa d)$. Multiplying the two equations,

$$E^2-\Delta^2=-4t^2\sinh^2(\kappa d)\quad\Longrightarrow\quad\sinh(\kappa d)=\frac{\sqrt{\Delta^2-E^2}}{2t}.$$

For real $k$ the same steps give $E^2=\Delta^2+4t^2\sin^2(kd)$. To match the continuum bands at small $k$, take $2td=\hbar v$. The gap and edge mass are then unchanged, and $\sinh(\kappa d)$ equals the continuum value of $\kappa d$. Because $\sinh$ increases steadily, the maximum remains at midgap. Because $\sinh y>y$ for positive $y$, the layered crystal has the smaller $\kappa$.

**Q.** Electrons also arrive at an angle. You have treated normal incidence.

**A.** At a smooth interface the wavevector $k_\parallel$ along the plane is conserved. In an isotropic version of the model, with one parallel direction, it adds $\hbar vk_\parallel\sigma_y$. This matrix anticommutes with the other two, so squaring gives $E^2=\Delta^2+\hbar^2v^2(k^2+k_\parallel^2)$, and with $k=i\kappa_\parallel$

$$\kappa_\parallel^2=\kappa(E)^2+k_\parallel^2 .$$

In this isotropic version oblique electrons decay faster, and at each fixed $k_\parallel$ the maximum is again at midgap. A crystal whose band edges shift differently with $k_\parallel$ need not follow either rule.

The oblique electrons also affect a thickness series. A second parallel direction doesn't fit in a two-by-two matrix, since no fourth matrix anticommutes with all three Pauli matrices; an $s$ state coupled to three $p$ states gives the same law for $\kappa_\parallel$ with both directions. For small $k_\parallel$, $\kappa_\parallel\approx\kappa+k_\parallel^2/(2\kappa)$. Summing $e^{-2\kappa_\parallel L}$ over both parallel directions then gives a total proportional to $e^{-2\kappa L}/L$, if the interface prefactor varies little. The logarithm of the total current therefore falls with slope $2\kappa+1/L$, which approaches $2\kappa$ only for a thick film.

**Q.** Give me numbers for a film someone might put in a device.

**A.** Take MgO on a metal, with $x$ along the layer normal. I use rough typical values: a gap of 7.8 eV, an electron mass of $0.4\,m_0$ and a layer spacing of 0.21 nm. I assign the same mass to the valence band. With $\hbar^2/m_0=0.0762$ eV nm²,

$$\hbar v=\sqrt{\frac{\hbar^2E_g}{2m^*}}=\sqrt{\frac{0.0762\times7.8}{2\times0.4}}\ \text{eV nm}=0.862\ \text{eV nm},$$

$$\kappa_m=\frac{3.9}{0.862}\ \text{nm}^{-1}=4.52\ \text{nm}^{-1}.$$

The density decay length at midgap is $1/(2\times4.52)=0.11$ nm. The inputs justify about one figure in $\kappa_m$. I keep more so that changes can be followed.

**Q.** And away from midgap?

**A.** Here are values across the gap, with the single-band result for the same mass.

| $E$ (eV) | $\kappa$ (nm⁻¹) | $1/(2\kappa)$ (nm) | $\kappa_1$ (nm⁻¹) |
|---:|---:|---:|---:|
| −3 | 2.89 | 0.173 | 8.51 |
| −2 | 3.88 | 0.129 | 7.87 |
| −1 | 4.37 | 0.114 | 7.17 |
| 0 | 4.52 | 0.111 | 6.40 |
| 1 | 4.37 | 0.114 | 5.52 |
| 2 | 3.88 | 0.129 | 4.47 |
| 3 | 2.89 | 0.173 | 3.07 |

The two laws nearly agree at 3 eV, which is 0.9 eV below the conduction edge. At midgap their ratio is $4.52/6.40=0.71$, the factor $1/\sqrt2$. At −3 eV the single-band law is too large by nearly a factor of three.

**Q.** The maximum looks flat. From 0 to 1 eV you lose three per cent. Why should a device engineer care?

**A.** Because $\kappa$ sits in an exponent. At midgap the density left after 1 nm is $e^{-2\times4.52}=1.2\times10^{-4}$ of its value at the interface. At $E=3$ eV it is $3.1\times10^{-3}$, about 26 times more. Within 1 eV of midgap the choice of energy changes the density left after 1 nm by a factor of at most about 1.4, and by more in a thicker film. Near an edge it matters a great deal.

**Q.** Your decay length is half a layer spacing. By your own argument the continuum is in trouble.

**A.** It is. At midgap the continuum value of $\kappa d$ is $4.52\times0.21=0.95$. In MgO each (001) layer holds both ions, so the layers don't literally alternate. But at $k_\parallel=0$, with hopping between nearest neighbours only, the $s$ states of one layer couple just to the normal $p$ states of the next, and the crystal splits into two chains of the kind above. The layered model, at the same gap and edge mass, has $t=0.862/(2\times0.21)=2.05$ eV and $\sinh(\kappa d)=0.95$. This gives $\kappa d=0.846$ and $\kappa=4.03$ nm⁻¹, which is 11% below the continuum value. After 1 nm the remaining density is $3.2\times10^{-4}$ instead of $1.2\times10^{-4}$. An 11% change in $\kappa$ has become a factor of 2.7 in the density. The 11% belongs to this nearest-neighbour model, which is not a picture of the MgO bands: since $\sin(kd)=0$ at $k=\pi/d$, it has the same gap at the zone point X as at $k=0$, and an equally slow tail at $k_\parallel=\pi/d$ along an in-plane cube axis. Second-neighbour hopping adds terms $\pm a(1-\cos kd)$ to the two levels and opens the gap at X by $4a$. The midgap condition becomes $\Delta-a(\cosh\kappa d-1)=2t\sinh\kappa d$, with $t$ fixed by $\hbar^2/(2m^*)=ad^2/2+2t^2d^2/\Delta$. For $a=1$, 2 and 3 eV the reduction of $\kappa$ is 9%, 6% and 1%.

**Q.** Did you get that 4.03 from the formula you just derived, or from actual layers?

**A.** From the formula, and then from a finite chain of model layers as a check, with the same result. A chain of 80 was driven by a source on its first layer, and the decay was read between the layers 10 and 20 steps away. At seven energies between −3.5 and 3.5 eV it agreed with the $\sinh$ law to within one part in a million. A search for the largest decay constant found it within 0.001 eV of midgap.

**Q.** Now the equal masses. You assigned the valence mass by decree.

**A.** Yes, and this is the weakest input. Keep $m_c=0.4\,m_0$ and the gap fixed, and try $m_v=0.6\,m_0$. Then $m^*=0.48\,m_0$, and

$$E_b=-\frac{7.8}{4}\times\frac{0.6-0.4}{0.6+0.4}\ \text{eV}=-0.39\ \text{eV}.$$

The largest $\kappa$ rises by a factor $\sqrt{0.48/0.4}$, to 4.96 nm⁻¹, or 9.5% above the symmetric value. A harsher case uses the bare free-electron term, $M=m_0$, with no other bands to offset it. The two mass relations give $m_0/m_v=m_0/m_c-2=0.5$, so $m_v=2\,m_0$. The maximum then lies 1.3 eV below midgap and reaches 5.84 nm⁻¹, an increase of 29%. This is an extreme trial, not a picture of MgO: its valence band is only 0.3 eV deep and bends back into the gap at $k\approx10$ nm⁻¹, inside the zone ($\pi/d=15$ nm⁻¹), so the discarded root is no longer far away.

**Q.** So your title result could be off by more than an electronvolt in MgO?

**A.** In that case, yes. "Largest at midgap" is a property of the symmetric model. For a real crystal, what carries over from the two-band picture is that a curve connecting two edges has a maximum between them. Its position needs both masses, and for large gaps it needs more bands.

**Q.** Which valence band should supply the mass? An oxide has several.

**A.** The one that the conduction state can couple to. At $k_\parallel=0$, consider a mirror plane that contains the normal. An $s$ orbital and the operator $p_x$ are even under it. A $p$ orbital lying in the layer and perpendicular to that mirror is odd, so its matrix element with the $s$ state vanishes. The $p$ orbital along the normal is even and does couple. The relevant mass belongs to that band, and not automatically to the heaviest hole at the valence edge.

**Q.** What about tilt, field and temperature?

**A.** For $k_\parallel=2$ nm⁻¹ at midgap, $\kappa_\parallel=\sqrt{4.525^2+2^2}=4.95$ nm⁻¹, an increase of 9.3%. A field of 10 MV/cm is 1 V/nm, which is severe for an oxide film. Over one density decay length it shifts the local energy by 0.11 eV, and $\kappa$ falls from its midgap value by

$$\frac12\left(\frac{0.11}{3.9}\right)^2\approx0.04\%.$$

Over a whole nanometre the shift is 1 eV. An electron that starts at midgap then ends where the table gives 4.37 nm⁻¹, about 3% lower. This treats the field as a slow change of energy and leaves out breakdown. Room-temperature thermal energy, roughly 0.03 eV, is a smaller shift still. Heating or disorder may also reduce the gap. If it shrinks by 0.5 eV at fixed $v$, the midgap value becomes $3.65/0.862=4.23$ nm⁻¹, a reduction of 6.4%.

**Q.** Put the model beside a real MgO film. What would you defend?

**A.** The gap, electron mass and layer spacing are in the usual range for bulk MgO, as far as I can say from rough values. I would defend a density decay length of the order of 0.1 nm, not its second digit, for normal incidence well inside the gap of an ordered film. The equal-mass assumption is the one I trust least, and the cases above show that it can move the largest $\kappa$ by up to 29% in the trials made. Discrete layers move it in the other direction, by 11% in the nearest-neighbour chain and by less once second-neighbour hopping is added at the same gap and mass. I haven't combined these changes, since they were computed one at a time. Real films also contain vacancies, grain boundaries and steps. These can supply localized gap states or mix different $k_\parallel$, and then the slope of a thickness series need not be the $2\kappa$ of the perfect crystal.

**Q.** Last objection. If tails are shortest at midgap, does the metal's Fermi level settle there?

**A.** That doesn't follow. The function $\kappa(E)$ says how a tail at a given energy decays. Where the Fermi level lies depends on the metal's work function, the insulator's electron affinity and the dipole created by charge transferred across the interface. None of these is in this model. There is a related fact: in the symmetric model the tails change from mostly valence to mostly conduction character at midgap, by the share $(\Delta+E)/(2\Delta)$. This makes midgap a natural reference for counting their charge, but it doesn't place the Fermi level.

**Q.** Then what may I tell someone who chooses a metal for a thin barrier?

**A.** Suppose the insulator is fixed, the masses are nearly equal, the interface is smooth, the bias is small and the film is thick enough for the exponential to outweigh the interface prefactor. Suppose also that decay in the insulator is slowest at $k_\parallel=0$, and that the metals compared have states there at the Fermi level, with the symmetry that couples to this pair of bands. Then a Fermi level near midgap gives the least penetration. "Near" is broad, because the maximum of $\kappa$ is flat: the interface prefactor can move the energy of least transmission by an amount of order $\hbar v/L$. For metal waves with $g/f=\pm0.2$ or $\pm5$ and the MgO-like values above, the shift is about 0.8 eV for a 1 nm film and 0.4 eV for a 2 nm film, and midgap transmits about 20% and 10% more than the minimum. If the masses differ and other bands matter little, $E_b$ is a better estimate. In a wide-gap oxide other bands can shift the maximum away from $E_b$ in either direction. The main values behind these estimates are in the numerical output that follows.

## Values computed for the example and the checks

```
Input gap (rough, MgO-like): 7.8 eV
Input mass (rough): 0.4 m0
Input layer spacing (rough): 0.21 nm
hbar^2/m0: 0.07620 eV nm^2
hbar v: 0.8619 eV nm
Midgap kappa: 4.525 1/nm
Midgap density decay length: 0.1105 nm
E from midgap (eV) | kappa (1/nm) | density length (nm) | one-band kappa (1/nm)
 -3.0 | 2.891 | 0.1729 | 8.511
 -2.0 | 3.884 | 0.1287 | 7.870
 -1.0 | 4.373 | 0.1143 | 7.172
  0.0 | 4.525 | 0.1105 | 6.399
  1.0 | 4.373 | 0.1143 | 5.518
  2.0 | 3.884 | 0.1287 | 4.466
  3.0 | 2.891 | 0.1729 | 3.074
Midgap ratio two-band/one-band kappa: 0.7071
Curvature of kappa at midgap: -0.2975 1/(nm eV^2)
Density left after one layer, midgap: 0.150
Density left after 1 nm, midgap: 1.17e-04
Density left after 1 nm, E = 3 eV: 3.08e-03
Layers: hopping t: 2.052 eV
Layers: kappa*d at midgap, continuum: 0.950
Layers: midgap kappa: 4.027 1/nm
Layers: change of kappa: -11.0 %
Layers: density left after 1 nm: 3.18e-04
Unequal masses, trial valence mass: 0.6 m0
  maximum at -0.390 eV from midgap, kappa 4.957 1/nm
  change of largest kappa: 9.5 %
Bare free-electron term, valence mass: 2.00 m0
  maximum at -1.300 eV from midgap, kappa 5.841 1/nm
  change of largest kappa: 29.1 %
Parallel wavevector 2.0 1/nm: midgap kappa 4.947 1/nm
  change of kappa: 9.3 %
Gap smaller by 0.5 eV, same v: kappa 4.235 1/nm
  change of kappa: -6.4 %
Field 10 MV/cm: drift over one density length 0.111 eV
  change of kappa: -0.040 %
Cosine test: V = 0.050 hartree, zone-boundary energy 0.5 hartree
Cosine test: half gap 0.049992 hartree
Cosine test: largest kappa 0.049977 1/bohr
Cosine test: shift of maximum -0.001248 hartree
Cosine test: shift from two-band law -0.001250 hartree
Cosine test: worst error of symmetric law 2.02 %
```
